# Double-pass transmission of an extreme-ultraviolet mask absorber

## The problem

A mask for extreme-ultraviolet lithography works in reflection. A multilayer mirror covers the whole mask, and an absorber lies on the parts that are to be dark. Light falling on a dark part crosses the absorber, is reflected by the mirror, and crosses the absorber again.

The absorber is $d=60$ nm thick and has extinction coefficient $\kappa=0.031$ at the vacuum wavelength $\lambda=13.5$ nm. The light falls at normal incidence. Neglecting reflections at the two faces of the absorber, what is its double-pass intensity transmission?

This transmission, $T_2$, is the intensity reflected from the covered mirror divided by the intensity reflected from the bare mirror, for the same incident light. It therefore does not contain the reflectance of the mirror itself.

## A tempting solution

The complex refractive index is $N=n+i\kappa$, and a wave in the absorber varies as $e^{ik_0Nz}$, with $k_0=2\pi/\lambda$. Its imaginary part makes the wave decay as

$$e^{-k_0\kappa z}=e^{-2\pi\kappa z/\lambda}.$$

The light travels down and up, so the path is $z=2d$. The transmission would then be

$$e^{-4\pi\kappa d/\lambda}=e^{-1.7314}=0.177,$$

or 17.7 percent.

The wave, the decay constant and the path length are all correct here. The fault is in the last identification. The quantity $e^{-k_0\kappa z}$ is the factor by which the field amplitude falls, whereas the question asks for an intensity, which goes as the square of the amplitude. The number 0.177 is the double-pass amplitude factor.

The slip is hard to see because $4\pi\kappa/\lambda$ is a familiar combination: it is the intensity absorption coefficient. The expression $e^{-4\pi\kappa d/\lambda}$ is thus also the intensity transmission for one pass. Two different factors of two can produce it, one from squaring the field and one from doubling the path. The correct answer needs both.

## The decay of intensity in one pass

Let $z$ increase from the top of the absorber towards the mirror. The material is taken as uniform, isotropic, linear, non-magnetic and wide compared with any lateral spreading of the light. With the time factor $e^{-i\omega t}$, Maxwell's equations for a transverse field $E(z)$ give

$$\frac{d^2E}{dz^2}+k_0^2N^2E=0 .$$

Inserting $E=E_0e^{iqz}$ gives $q^2=k_0^2N^2$, so $q=\pm k_0N$. The plus sign describes the wave travelling downwards:

$$E(z)=E_0e^{ik_0nz}e^{-k_0\kappa z}.$$

With this time factor a positive $\kappa$ means decay along the direction of travel, as it must in an absorber.

To find the intensity, we need the magnetic field too. Faraday's law for this wave reads $dE/dz=i\omega\mu_0H$. Since $dE/dz=ik_0NE$ and $k_0=\omega/c$,

$$H=\frac{k_0N}{\omega\mu_0}E=\frac{N}{\mu_0c}E .$$

The time-averaged energy flux is

$$I=\tfrac12\,\mathrm{Re}(EH^*)=\frac{\mathrm{Re}(N^*)}{2\mu_0c}|E|^2=\frac{n}{2\mu_0c}|E|^2 .$$

The prefactor is the same at every depth in the absorber, so the ratio of two intensities is the ratio of the squared fields:

$$\frac{I(z)}{I(0)}=\left(e^{-k_0\kappa z}\right)^2=e^{-2k_0\kappa z}=e^{-\alpha z},\qquad \alpha=\frac{4\pi\kappa}{\lambda}.$$

Energy conservation gives the same coefficient by another route. A material with relative permittivity $N^2$ absorbs the power per volume

$$w=\tfrac12\omega\varepsilon_0\,\mathrm{Im}(N^2)|E|^2 .$$

From $N^2=n^2-\kappa^2+2in\kappa$ we have $\mathrm{Im}(N^2)=2n\kappa$, hence $w=\omega\varepsilon_0n\kappa|E|^2$. Because $1/(\mu_0c)=\varepsilon_0c$, the flux is $I=\tfrac12n\varepsilon_0c|E|^2$. The flux lost per length equals the absorbed power per volume, so

$$-\frac1I\frac{dI}{dz}=\frac wI=\frac{\omega\varepsilon_0n\kappa|E|^2}{\tfrac12n\varepsilon_0c|E|^2}=\frac{2\omega\kappa}{c}=\frac{4\pi\kappa}{\lambda}.$$

The factor $4\pi$ is therefore fixed before any mirror is considered. For the given absorber $\alpha=0.02886$ nm$^{-1}$, and the intensity falls by a factor $e$ in $1/\alpha=34.65$ nm. One pass transmits

$$T_1=e^{-\alpha d}=e^{-1.7314}=17.7\text{ percent}.$$

## The return pass

Let the incident wave have unit amplitude, and let $r_m$ be the amplitude reflection of the bare mirror. Neglecting the absorber's faces means that the wave enters and leaves without loss and that the mirror still reflects with $r_m$. The downward pass multiplies the amplitude by $e^{ik_0Nd}$, the mirror by $r_m$, and the upward pass by $e^{ik_0Nd}$ again. The outgoing amplitude is

$$r_{\text{covered}}=r_m\,e^{2ik_0Nd}.$$

Inside the absorber the two waves overlap and form a partial standing wave. Following amplitudes avoids having to divide the energy there between them; the intensities are compared in the vacuum above, where incident and reflected fluxes are well defined. The result is

$$T_2=\frac{|r_{\text{covered}}|^2}{|r_m|^2}=\left|e^{2ik_0nd}\right|^2\left|e^{-2k_0\kappa d}\right|^2=e^{-4k_0\kappa d},$$

because the first factor has modulus one. With $k_0=2\pi/\lambda$,

$$\boxed{T_2=e^{-8\pi\kappa d/\lambda}=T_1^2}$$

The exponent is

$$\frac{8\pi\kappa d}{\lambda}=\frac{25.133\times0.031\times60}{13.5}=3.463,$$

so

$$T_2=e^{-3.463}=0.0313,$$

or about 3.1 percent. This is the square of 0.177, as it should be: the tempting solution stopped at the amplitude.

For a thin or weakly absorbing layer, $T_2\approx1-8\pi\kappa d/\lambda$, which tends to one as either $\kappa$ or $d$ vanishes. The real index $n$ does not appear in $T_2$. It changes the phase of the returning wave, which matters once that wave meets another one.

The neglect of face reflections can be realized physically by making the faces gradual. Suppose the index departs from that of vacuum by $(N-1)s(z)$, where $s$ rises smoothly from 0 to 1 over 40 nm as $\sin^2(\pi z/80\text{ nm})$, stays at 1 for 20 nm, and falls to 0 over 40 nm as the mirror image of the rise. For symmetric edges, each contributes 20 nm to the integral of $s$, so the total is still 60 nm. In a slowly varying medium the wave accumulates the exponent $ik_0\int N\,dz$, and the absorption depends on $\int\kappa\,dz$, which is unchanged. A numerical solution of the wave equation for this profile gives 17.70 percent for one pass and 3.129 percent for two. The simple law gives 3.134 percent for two, a relative difference of about 0.2 percent.

## Are the face reflections negligible?

The calculation answers the question as posed. Whether its premise is a good approximation for an absorber with sharp faces is a separate matter, and here a second tempting argument appears.

At normal incidence the top face reflects the amplitude

$$r=\frac{1-N}{1+N}.$$

Take $n=0.95$, a rough typical value for a tantalum-based absorber. Then

$$|r|^2=\frac{0.05^2+0.031^2}{1.95^2+0.031^2}=0.00091 .$$

The face returns 0.091 percent of the incident intensity. To compare this with the light from the mirror we need a mirror reflectance. A model mirror of 40 molybdenum/silicon pairs, with layers 2.8 and 4.2 nm thick and rough typical indices, has $|r_m|^2=69.2$ percent. At normal incidence this stack peaks near 13.7 nm, so it is used slightly off its peak; with the period scaled from 7.0 to 6.9 nm it would reflect 73.1 percent. The simple law then predicts a dark-area reflectance of

$$0.692\times3.134\text{ percent}=2.17\text{ percent}.$$

Adding 0.091 to 2.17 would change the result by about 4 percent of itself, which looks harmless. This again confuses intensities with amplitudes. The two reflected waves come from the same incident wave and are coherent, so their amplitudes must be added before squaring.

The amplitudes are $|r|=0.0302$ for the top face and $|r_m|T_1=0.1473$ for the wave returning from the mirror. The factor $T_1$ appears because the double-pass amplitude factor equals the one-pass intensity factor. Define

$$\rho=\frac{|r|}{|r_m|T_1}=\frac{0.0302}{0.1473}=0.205 .$$

If $\varphi$ is the phase between the two waves, the intensity relative to the simple law is

$$\left|1+\rho e^{i\varphi}\right|^2=1+\rho^2+2\rho\cos\varphi .$$

The term $\rho^2=0.042$ is the harmless 4 percent. The interference term reaches $2\rho=0.41$ in either direction. In this two-wave estimate the true intensity lies between

$$(1-\rho)^2=0.63\qquad\text{and}\qquad(1+\rho)^2=1.45$$

times the simple law. A reflection of less than a thousandth in intensity can thus alter the dark level by some 40 percent, because it is compared with a mirror wave that the absorber has already weakened.

The phase depends on thickness through the factor $e^{2ik_0nd}$ of the mirror wave. One full swing requires $2k_0n\,\Delta d=2\pi$, or

$$\Delta d=\frac{\pi}{k_0n}=\frac{\lambda}{2n}=7.11\text{ nm}.$$

## Including both faces

The estimate leaves out the lower face and repeated reflections. Their size follows from the full sum. Let $P=e^{2ik_0Nd}$, and let $r_b$ be the reflection seen from inside the absorber when looking towards the mirror. A wave inside is reflected from the top face with amplitude $-r$. The amplitude transmissions into and out of the absorber multiply to

$$\frac{2}{1+N}\,\frac{2N}{1+N}=\frac{4N}{(1+N)^2}=1-r^2 .$$

Summing over all internal round trips gives a geometric series:

$$r_{\text{tot}}=r+(1-r^2)r_bP\sum_{m=0}^{\infty}(-rr_bP)^m=r+\frac{(1-r^2)r_bP}{1+rr_bP}=\frac{r+r_bP}{1+rr_bP}.$$

To express $r_b$ through the bare mirror's $r_m$, imagine a vacuum gap of zero thickness between absorber and mirror. Such a gap changes nothing physically. The same formula then applies with the face reflection $-r$, because the wave now goes from absorber to vacuum, and with no propagation factor:

$$r_b=\frac{r_m-r}{1-rr_m}.$$

Since $|r|$ is small, keep terms up to first order in $r$:

$$r_b\approx(r_m-r)(1+rr_m)\approx r_m-r(1-r_m^2),$$

$$r_{\text{tot}}\approx(r+r_bP)(1-rr_bP)\approx r+r_mP-r(1-r_m^2)P-rr_m^2P^2 .$$

The second term is the simple law, and the first is the top-face reflection. The third comes from the lower face and the fourth from a further round trip. At $d=0$ we have $P=1$, and the terms in $r$ cancel, leaving $r_m$: an absorber of no thickness has no effect.

Relative to the main term $r_mP$, the lower-face term has magnitude

$$|r|\,\frac{|1-r_m^2|}{|r_m|}\le|r|\left(\frac1{|r_m|}+|r_m|\right)=0.0302\,(1.20+0.83)=0.061,$$

where $|r_m|=\sqrt{0.692}=0.83$. To first order it therefore changes the intensity by no more than about 12 percent; the actual change depends on the phase of $r_m$ and may be much smaller. The round-trip term has relative magnitude $|r||r_m|T_1=0.0302\times0.1473=0.004$. The top face, with relative amplitude 0.205, is the largest of the three corrections.

A calculation with all layers and all reflections confirms the size of the swing. Over one period centred on 60 nm, the ratio to the simple law at the same thickness runs from 0.59 to 1.41, and its mean is 1.012. The spacing of the maxima is 7.12 nm, against 7.11 nm from the formula. Near 60 nm the simple law is thus a good average over a swing period in this model, but a poor prediction for a single thickness. The closeness of the average is partly an accident of the window and of this mirror. Moving the centre of the window between 57 and 63 nm gives means from 1.01 to 1.03, and scaling the mirror period to 6.9 nm gives a mean of 1.06 with a range of 0.63 to 1.45. For the window and mirror used here, the top face alone would give a mean of about 1.03, and the lower face happens to offset more than half of the excess. (The value 1.03 differs slightly from $1+\rho^2=1.04$ because $\rho$ grows with $d$, so the interference term does not average exactly to zero.) At 60 nm the full calculation gives 4.07 percent of the bare-mirror intensity, which is 30 percent above the simple law. Whether a given thickness lies above or below the law depends on the phase of $r_m$, and so on the mirror stack.

There is also a thickness beyond which the simple law loses its meaning. The mirror wave keeps weakening as $d$ grows, while the top-face reflection stays the same. The two amplitudes are equal when $|r_m|e^{-\alpha d}=|r|$, which gives

$$d=\frac1\alpha\ln\frac{|r_m|}{|r|}=34.65\text{ nm}\times\ln\frac{0.832}{0.0302}\approx115\text{ nm}.$$

For much thicker absorbers with this index and a sharp top face, the reflected intensity tends to the top-face value of 0.091 percent of the incident light, not to zero.

## Thickness, index and angle

Within the simple law, small changes follow from the logarithm:

$$\ln T_2=-\frac{8\pi\kappa d}{\lambda}\quad\Rightarrow\quad\frac{\delta T_2}{T_2}\approx-3.46\left(\frac{\delta\kappa}{\kappa}+\frac{\delta d}{d}\right)$$

at fixed wavelength. One extra nanometre, with $\kappa$ fixed, lowers $T_2$ from 3.13 to 2.96 percent. Raising $\kappa$ from 0.031 to 0.032, with $d$ fixed, lowers it to 2.80 percent. An uncertainty of one unit in the last digit of $\kappa$ thus moves the answer by about a tenth of itself, so for a real absorber even the second digit of 3.1 percent is uncertain.

At an angle of incidence $\theta$, the wavevector component along the surface is $k_0\sin\theta$ in every layer. The normal component in the absorber is

$$k_z=k_0\sqrt{N^2-\sin^2\theta}.$$

Write $q=\sqrt{n^2-\sin^2\theta}$ and neglect $\kappa^2$. Then

$$\sqrt{q^2+2in\kappa}\approx q+\frac{in\kappa}{q},$$

so the exponent grows by the factor $n/q$. This factor is the longer slanted path. For $\theta=6^\circ$ and $n=0.95$ it is 1.006, and $T_2$ becomes 3.07 percent, a relative change of 2 percent.

## The real mask

The example lies in the regime of tantalum-based absorbers on molybdenum/silicon mirrors, for which a thickness near 60 nm, an extinction coefficient near 0.03 and incidence at about $6^\circ$ are rough typical values. The model mirror has no capping layer, roughness or mixing between layers, and a real absorber may have a separate surface layer, which changes $r$. For an unpatterned layer, among the effects estimated so far, the neglect of face reflections moves the number most: in the model at normal incidence, by up to about 40 percent of the simple law, depending on thickness.

A real pattern also has edges, through which light passes sideways between open and covered regions. A scalar estimate unfolds the two passes into one 120 nm path and ignores backward scattering, polarization and the angular response of the mirror. For lines 80 nm wide repeated every 160 nm, the mean intensity just behind a line is about 2.7 percent, compared with 3.13 percent in the middle of a line 4000 nm wide. The next digit depends on how the sideways propagation is approximated. The value holds for the electric field along the lines; with the field across them it is nearer 2.6 percent. The intensity is also far from uniform: at the centre of the line it is about 4.8 percent, above the wide-line value. One might have expected leakage from the open regions to brighten the line, but here the mean falls by about 13 percent. Within this estimate the fall must come from interference. Write the field behind the line as $t+s(x)$, where $t$ is the field behind a very wide line and $s$ is the change caused by the open regions. With angle brackets for the mean over the line, the mean intensity is

$$|t|^2+2\,\mathrm{Re}\left(t^*\langle s\rangle\right)+\langle|s|^2\rangle .$$

The last term cannot be negative, so a mean below $|t|^2$ requires a negative middle term: on average, the change caused by the open regions partly cancels the field $t$. The value describes the field next to the mask for one pattern, not the image on the wafer. The unfolded estimate also understates the effect of the pattern: for the same lines, 60 nm thick on the model mirror with all reflections kept, the mean reflected intensity over a line is about 2.6 percent of the bare-mirror value for the electric field along the lines and 2.3 percent for the field across them, against 4.07 percent for the unpatterned layer. That is a fall of about 40 percent, as large as the swing.

The numerical output below lists the inputs and the main computed values.

## Values computed for the example and the checks

```
INPUTS
wavelength: 13.5 nm
absorber thickness: 60.0 nm
absorber extinction coefficient: 0.031
absorber real index (rough): 0.95
Mo layer: index 0.9240+0.0064j, thickness 2.8 nm (rough)
Si layer: index 0.9990+0.0018j, thickness 4.2 nm (rough)
substrate index (rough): 0.978+0.011j
number of mirror pairs: 40
SIMPLE LAW
absorption coefficient: 0.02886 nm^-1
intensity decay length: 34.65 nm
one-pass exponent: 1.7314
two-pass exponent: 3.4627
one-pass transmission: 17.70 percent
two-pass transmission: 3.134 percent
bare mirror reflectance: 69.2 percent
dark-area reflectance, simple law: 2.17 percent
WAVE EQUATION, GRADUAL EDGES
width of each edge: 40 nm
one-pass transmission: 17.70 percent
two-pass transmission: 3.129 percent
NEGLECTED FACE REFLECTIONS
top-face amplitude reflection: 0.0302
top-face intensity reflection: 0.091 percent
attenuated mirror amplitude: 0.1473
amplitude ratio rho: 0.205
two-beam range: 0.63 to 1.45 times law
full-stack range over one period: 0.59 to 1.41 times law
full-stack mean over one period: 1.012 times law
swing period, formula: 7.11 nm
swing period, full stack: 7.12 nm
full-stack ratio to bare mirror at 60 nm: 4.07 percent
OTHER EFFECTS ON THE TWO-PASS TRANSMISSION
incidence at 6 degrees: 3.069 percent
thickness plus 1 nm: 2.959 percent
kappa plus 0.001: 2.803 percent
line width and period: 80 nm, 160 nm
mean near field behind line: 2.73 percent
same for centre of a 4000 nm line: 3.134 percent
```
